\section*{How Constant Capacitances Set the Two Slopes of Coulomb-Blockade Diamonds, part 2}

A small metal particle, the dot, exchanges electrons with a source and a drain by tunnelling, and a gate shifts its potential. In a plot of the bias $V$ against the gate voltage $V_G$, Coulomb diamonds are the regions in which the number of electrons on the dot is fixed and current by single tunnelling events is blocked. The problem is to find the slopes of their edges from the capacitances $C_S$, $C_D$ and $C_G$, taken as constant, with sum $C$.

The algebra uses atomic units, $\hbar=e=1$, and the electron has charge $-1$. The thermal energy is $kT$. With $n$ excess electrons, offset charge $q_0$, electrode potentials $V_i$ ($i=S,D,G$) and level energies $\varepsilon_n$, the electrochemical potential for adding electron $n+1$ is
\begin{equation}
\mu(n+1)=\frac{n+\frac12-q_0-\sum_iC_iV_i}{C}+\varepsilon_{n+1}.
\label{eq:mu}
\end{equation}
Entry of this electron from lead $\ell$ (source or drain) costs $\mu(n+1)-\mu_\ell$, where $\mu_\ell=-V_\ell$, and its exit to that lead costs the opposite amount.

If the source carries $sV$ and the drain $(s-1)V$, the edges at which $\mu$ is aligned with the drain and with the source have the slopes $s_-$ and $s_+$:
\begin{equation}
s_-=-\frac{C_G}{C_S+(1-s)C_G},\qquad s_+=\frac{C_G}{C_D+sC_G}.
\label{eq:split}
\end{equation}
A grounded drain means $s=1$, symmetric bias $s=1/2$. For $V>0$ the left edge has slope $s_+$ and the right edge $s_-$; for $V<0$ the order is reversed.

With the drain grounded, let $G_{n+1}$ be the gate voltage at which $\mu(n+1)=0$ at $V=0$, and let $E_{\rm add}=\mu(n+1)-\mu(n)$ at fixed voltages. The upper corner lies at $V=E_{\rm add}$ and
\begin{equation}
V_G^{\rm top}=G_{n+1}-\frac{C_S}{C_G}\,E_{\rm add}.
\label{eq:top}
\end{equation}
The lever arm $C_G/C$ converts a gate voltage into a shift of the dot energy.

\section{A gold-particle transistor and the limits of the model}

The dot has capacitances $C_S$, $C_D$ and $C_G$ to source, drain and gate, with sum $C$. The source is at $V$, the drain is grounded and the gate is at $V_G$. The dot holds $n$ excess electrons, $q_0$ is its offset charge, and $\mu(n)$ is the electrochemical potential for adding electron $n$, to be compared with $\mu_S=-V$ and $\mu_D=0$ in the leads. The diamond edges have the slopes $s_-=-C_G/C_S$ and $s_+=C_G/(C_D+C_G)$. The half-height is the addition energy $E_{\rm add}$, equal to $1/C$ plus the level spacing, and the zero-bias width is $E_{\rm add}C/C_G$.

These statements were tested on twelve random devices with capacitances between 0.3 and 3 $e/\mathrm{V}$, offsets up to half an electron and level spacings up to 0.5 eV, six with a grounded drain and six with symmetric bias. The edges were located by searching for the voltage at which the cheapest tunnelling event, costed from plate charges and battery work, becomes free. The slopes agreed with \eqref{eq:split} to a relative error of $5\times10^{-13}$, and widths and corners agreed to $3\times10^{-13}$ V.

As an example take a gold particle 6 nm across, held by organic ligands between two electrodes above an oxide-covered gate, at 4.2 K. Rough typical values are $C_S=1.2$ aF, $C_D=0.8$ aF and $C_G=0.05$ aF, with tunnel resistances $R_S=20$ M$\Omega$ and $R_D=10$ M$\Omega$. The slopes are
\begin{equation}
s_-=-\frac{0.05}{1.2}=-0.0417,\qquad s_+=\frac{0.05}{0.8+0.05}=0.0588 .
\end{equation}
The total capacitance is 2.05 aF. With the elementary charge written as 0.16022 aF\,V and the level spacing left out,
\begin{equation}
E_{\rm add}=\frac{e^2}{C}=\frac{0.16022}{2.05}\ {\rm eV}=0.0782\ {\rm eV},
\end{equation}
or 0.00287 hartree. The gate period is $0.16022/0.05=3.204$ V. With $q_0=0$ the diamond of the neutral particle reaches from $-1.602$ to $1.602$ V at zero bias, and by \eqref{eq:top} its upper corner lies at $V_G=1.602-(1.2/0.05)\times0.0782=-0.27$ V. The corner is left of centre because the source holds more than half of the total capacitance, $C_S/C=0.585$.

To see the edges in a current one needs tunnelling rates. Let an event release the energy $x$, which is minus its cost. An electron that starts at energy $E$ above the Fermi level on one side of the junction arrives at $E+x$ above that on the other side. Let $M$ be the squared tunnelling matrix element times the densities of initial and final states, summed over spin and taken as constant. The golden rule gives
\begin{equation}
\Gamma(x)=2\pi M\int f(E)\,[1-f(E+x)]\,dE ,
\end{equation}
where $f(E)=1/(e^{E/kT}+1)$ is the Fermi function. Because $1-f(E)=e^{E/kT}f(E)$, the reverse product is $f(E+x)[1-f(E)]=e^{-x/kT}f(E)[1-f(E+x)]$. Subtracting it from the forward product leaves $f(E)-f(E+x)$, whose integral over $E$ is $x$. Therefore
\begin{equation}
\Gamma(x)=2\pi M\,F(x),\qquad F(x)=\frac{x}{1-e^{-x/kT}} .
\end{equation}
For a junction without charging energy, forward and backward events release $V$ and $-V$. Since $F(V)-F(-V)=V$, the current is $2\pi MV$. This is Ohm's law with $1/R=2\pi M$, and so $\Gamma(x)=F(x)/R$.

Let $P_n$ be the probability of state $n$, $a_n$ the total rate from $n$ to $n+1$, and $b_{n+1}$ the total rate back. The electron number changes by one at a time, so in a steady state the flow between neighbouring states must balance, $P_na_n=P_{n+1}b_{n+1}$. With the superscript $S$ marking the part of a rate that passes through the source junction, the current from source to drain is
\begin{equation}
I=\sum_n\left(P_{n+1}b^S_{n+1}-P_na^S_n\right).
\end{equation}
This was evaluated for $n$ from $-3$ to 3. On each edge the bias at which the current reached a set level was found at two gate voltages: $-1.3$ and $-0.5$ V on the upper left edge, 0.2 and 1.3 V on the upper right, $-1.3$ and $-0.2$ V on the lower left, and 0.5 and 1.3 V on the lower right. At 0.1 K and a level of 0.1 pA the slopes were $0.05882$, $-0.04167$, $-0.04167$ and $0.05882$ in this order, within 0.001 per cent of the formulas. This low level serves to test the formulas within the rate model, which contains only single tunnelling events. In the device itself a contour at 0.1 pA would not follow the edges, because the cotunnelling current estimated below reaches that size inside the diamond. The current peaks at 4.2 K and a bias of 0.0001 V were 3.2044 V apart. That spacing together with the cold slopes returned 1.2000, 0.8000 and 0.0500 aF for source, drain and gate.

At 4.2 K and a level of 10 pA the slopes were $0.05879$ on the rising edges and $-0.04157$ on the falling ones, the latter 0.23 per cent too flat. The cause can be traced on the upper right edge. Electrons enter from the drain there, and 10 pA through 10 M$\Omega$ corresponds to $F=0.0001$ eV. With $kT=0.000362$ eV this is reached by thermal activation, at a positive cost of about $2.2\,kT=0.0008$ eV. An electron that has entered may return to the drain, releasing those 0.0008 eV, for which $F=0.0009$ eV, or it may go on to the source, releasing about $V$. The probability of going on is
\begin{equation}
p=\frac{V/R_S}{V/R_S+0.0009/R_D}=\frac{1}{1+0.0018/V},
\end{equation}
with $V$ in volts. It is 0.88 at the lower end, where $V=0.0126$ V, and 0.97 at the upper end, where $V=0.0584$ V. The entry rate at the lower end must be about 10 per cent larger to give the same current. Near a cost of $2.2\,kT$ the function $F$ falls by 67 per cent per $kT$ to first order, so the contour moves by $0.15\,kT=0.000054$ eV relative to the edge. Division by $C_S/C=0.585$ turns this into 0.00009 V of bias. Spread over 1.1 V of gate voltage, it is a slope error of 0.2 per cent, which accounts for most of the result. A constant thermal offset would shift the contour without tilting it. The tilt comes mainly from the variation of $p$ along the edge. The remaining 0.03 per cent arises because the dot is occupied, and so closed to entry, for a fraction of about $IR_S/V$ of the time, which is also larger at the lower end.

Inside the diamond the current is not zero, because two tunnelling events can occur together, the first one borrowing its energy. This is cotunnelling. At $V_G=0$ and half the corner bias, $V=0.0391$ V, entry from the drain costs
\begin{equation}
E_{\rm in}=\mu(1)=\frac{0.0782}{2}-0.585\times0.0391=0.0162\ {\rm eV},
\end{equation}
and exit to the source costs $E_{\rm out}=\mu_S-\mu(0)=0.0229$ eV. The combined process releases $V$, which is left behind as an electron--hole pair of energy $x$ at the drain junction and one of energy $V-x$ at the source junction. Entry may come first, with an intermediate energy $E_{\rm in}+x$, or exit may come first, with $E_{\rm out}+V-x$. The two orders lead to the same final state, and their amplitudes have the same sign, because each event is a product of two electron operators and such products commute when they act on different states. The number of ways to form a pair of energy $x$ across a junction is proportional to $x$. In second-order perturbation theory at zero temperature the rate is $2\pi M_SM_D$ times an integral over $x$. With $M=1/(2\pi R)$ for each junction the current becomes
\begin{equation}
I_{\rm cot}=\frac{1}{2\pi R_SR_D}\int_0^V x(V-x)\left[\frac1{E_{\rm in}+x}+\frac1{E_{\rm out}+V-x}\right]^2dx .
\end{equation}
In ordinary units, with all energies in the integral divided by $e$ and so expressed in volts, the prefactor is $\hbar/(2\pi e^2R_SR_D)$. The integral, done numerically, gives 0.098 pA. Elastic processes, which leave no electron--hole pair behind, are not included.

For comparison keep the bias and move the gate to 1.602 V, where $\mu(1)=-0.585\times0.0391=-0.0229$ eV. Entry from the drain releases 0.0229 eV and exit to the source releases 0.0162 eV. As currents, the two steps would carry $0.0229/10^7=2.29$ nA and $0.0162/(2\times10^7)=0.81$ nA. Since they alternate, their mean waiting times add, and the current is $2.29\times0.81/(2.29+0.81)=0.60$ nA, in agreement with the 598 pA of the full rate equation. At this bias the leakage at $V_G=0$ is about 6000 times smaller. It still grows with bias and towards an edge, so in a measurement the current level that marks the edges must be chosen well above it. The estimate does not hold close to an edge, where a cost tends to zero and second-order perturbation theory breaks down. Weak tunnelling itself is well satisfied: a rate $x/R$ broadens an energy by $\hbar/(e^2R)$ relative to $x$, and even $h/(e^2R)$, which is $2\pi$ times larger, is 0.0026 for the smaller resistance.

The particle has discrete levels, which the rates above ignore. One free electron per gold atom, with the lattice constant set to 0.408 nm as an input, puts about $N=6700$ electrons into the sphere, with a Fermi energy of about $E_F=5.5$ eV. The number of orbitals below energy $E$ grows as $E^{3/2}$ and equals $N/2$ at $E_F$. Its derivative there is $3N/(4E_F)$, so the mean spacing is
\begin{equation}
\delta=\frac{4E_F}{3N}=\frac{4\times5.5}{3\times6700}\ {\rm eV}=0.0011\ {\rm eV}.
\end{equation}
A direct count of plane-wave states in a periodic cube of the same volume, between 0.8 and 1.2 $E_F$, gave a spacing within 1 per cent of this. Such a count needs a wide window, because the states of a cube are strongly degenerate: between 0.95 and 1.05 $E_F$ it is off by 20 per cent. In a perfectly round particle many orbitals would share one energy and the gaps between these groups would be much larger, so the mean spacing describes the level steps only for a particle of irregular shape. Relative to $e^2/C$ it is 1.4 per cent, and a level step of this size changes the height and width of a diamond by that fraction, along with the $C_G$ inferred from the width. The slopes do not change. The spacing is, however, three times $kT$ at 4.2 K. A thermal step is itself several $kT$ wide, so evenly spaced levels would give no visible steps in the current. Where the levels are unevenly spaced, the current close to an edge can rise unevenly although the model has a smooth increase. The 0.2 per cent tilt found above is a property of the model with a continuous spectrum and without cotunnelling. The model also keeps the electrons of the particle at the temperature of the leads. Each passing electron leaves about half the bias energy in the particle, and a particle this small cools slowly. With a rough bulk electron--phonon constant of $2.4\times10^9$ W\,m$^{-3}$K$^{-5}$, the electrons on the 10 pA contour would be at about 4.7 K at the upper end and 4.3 K at the lower end, and the tilt would be about 0.5 per cent. The bulk constant is itself uncertain when the levels are discrete.

The size of the chosen capacitances can be checked against a simple estimate. A sphere of this size alone in a medium of relative permittivity 3 has 1.00 aF, and nearby electrodes raise this, so a total of 2.05 aF is plausible. One assumption that can fail is that of a constant offset charge. A charge that moves in the oxide or the ligands and changes $q_0$ by 0.1 shifts the diamonds sideways by a tenth of the period, 0.32 V. This leaves the slopes alone if the charge stays put during the sweep, and it breaks the edges if it does not.

The voltages themselves are mild. At the corner bias, with all 0.0782 V across one gap of 1 nm, the field is 0.78 MV/cm. A gate voltage of 1.602 V across 30 nm of oxide gives 0.53 MV/cm, against a rough breakdown field of 10 MV/cm. The same 0.0782 V tilts a tunnel barrier 2 eV high. In the semiclassical approximation the transmission is $\exp(-2\int\kappa\,dz)$, where $\kappa$ is the decay constant of the wave function at depth $z$ in the barrier, and with the free electron mass it grows by a factor of 1.15. This barrier is only illustrative. Its transmission is $5\times10^{-7}$, which for a sphere of this size facing a flat electrode suggests a resistance near 10 G$\Omega$ rather than 10 M$\Omega$. The assumed resistances need a thinner gap, a lower barrier or a lighter tunnelling mass. A gap of about 0.56 nm at 2 eV, for instance, gives a factor of 1.08 and a field of 1.4 MV/cm. That changes the size of the current beyond the edge and not the energy condition that defines the edge. Temperature is the stronger restriction. The ratio $E_{\rm add}/kT$ is 216 at 4.2 K and 3.0 at 300 K, where thermal activation leaves almost nothing of the diamonds.

If the capacitances or the level energies do depend on voltage, the argument survives locally. Write $\alpha_S=-\partial\mu/\partial V$ and $\alpha_G=-\partial\mu/\partial V_G$ for the actual response of the dot. Alignment with the drain means $\alpha_S\,dV+\alpha_G\,dV_G=0$, and alignment with the source means that the same sum equals $dV$. Hence
\begin{equation}
s_-=-\frac{\alpha_G}{\alpha_S},\qquad s_+=\frac{\alpha_G}{1-\alpha_S}.
\end{equation}
Constant capacitances correspond to $\alpha_S=C_S/C$ and $\alpha_G=C_G/C$. If $\alpha_S$ drifts from 0.585 to 0.595 across a diamond while $\alpha_G$ is held fixed, the falling edge becomes flatter by 1.7 per cent and the rising edge steeper by 2.5 per cent. Edges that bend, or slopes that differ from one diamond to the next, can thus be a sign of a response that is not constant, once thermal tilts, cotunnelling and moving offset charges have been excluded. The current level that marks the edges must also be small compared with the sequential current. Otherwise the contour tilts even at zero temperature, because the two junctions conduct in series and a fixed current needs more energy beyond the edge where the bias is small. The numerical output below lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
Largest error of entry cost formula: 2.3e-15 eV
Largest relative slope error, random devices: 4.9e-13
Largest corner or width error, random devices: 2.9e-13 V
Input C_S, C_D, C_G: 1.2, 0.8, 0.05 aF
Input R_S, R_D: 20, 10 Mohm
Input temperature: 4.2 K
Input particle diameter: 6.0 nm
Input ligand relative permittivity: 3.0
Isolated sphere capacitance in ligand medium: 1.00 aF
Total capacitance: 2.05 aF
Falling slope: -0.04167 V/V
Rising slope: 0.05882 V/V
Gate lever arm C_G/C: 0.02439
Source share C_S/C: 0.5854
Addition energy: 0.07815 eV = 0.002872 hartree
Diamond half-height: 0.07815 V
Gate period (zero-bias width): 3.2044 V
Zero-bias corners for n=0: -1.6022 and 1.6022 V
Upper corner gate voltage: -0.2735 V
Lower corner gate voltage: 0.2735 V
Onset slopes at 0.1 K, 0.1 pA (upper left, upper right,
  lower left, lower right): 0.05882, -0.04167, -0.04167, 0.05882 V/V
Onset slopes at 4.2 K, 10 pA, same order:
  0.05879, -0.04157, -0.04157, 0.05879 V/V
Largest slope error at 0.1 K: 0.000 percent
Largest slope error at 4.2 K: 0.228 percent
Gate period from simulated peaks: 3.2044 V
Recovered C_S, C_D, C_G: 1.2000, 0.8000, 0.05000 aF
Recovered lever arm: 0.02439
Thermal energy at 4.2 K: 0.000362 eV
Addition energy / kT at 4.2 K: 216
Addition energy / kT at 300 K: 3.02
Bias for cotunnelling estimate (V_G = 0): 0.03908 V
Costs, entry from drain and exit to source: 0.01620, 0.02287 eV
Cotunnelling current there (zero temperature): 0.0975 pA
Sequential current, same bias, V_G at corner: 598.3 pA
Tunnel coupling h/(e^2 R), smaller R: 0.00258
Input gold lattice constant: 0.408 nm
Free electrons in particle: 6661
Free-electron Fermi energy: 5.520 eV
Mean orbital spacing, formula: 0.001105 eV
Mean orbital spacing, counted states: 0.001097 eV
Orbital spacing / addition energy: 0.0141
Input tunnel gap and barrier: 1.0 nm, 2.0 eV
Barrier transmission gain at half-height bias: factor 1.153
Junction field at half-height bias: 0.782 MV/cm
Input gate oxide thickness: 30.0 nm
Gate oxide field at zero-bias corner: 0.534 MV/cm
Input rough oxide breakdown field: 10 MV/cm
\end{verbatim}
